# Kohn's formula for the Drude weight of a finite ring

## 1. The result

Take $N$ electrons on a ring of circumference $L$, with a magnetic flux $\Phi$ through the hole. Let $E_0(\Phi)$ be the ground-state energy. At zero temperature the real part of the conductivity contains a sharp peak at zero frequency,

$$\mathrm{Re}\,\sigma(\omega)=D\,\delta(\omega)+\text{regular part},$$

and its weight is

$$D=\pi L\left.\frac{d^2E_0}{d\Phi^2}\right|_{\Phi=0}.$$

This is Kohn's formula. It turns a question about transport into one about how strongly a ground-state energy depends on flux.

The conventions are these.

- The algebra uses atomic units, $\hbar=m=e=1$, and the electron has charge $-1$.
- $\sigma$ is the one-dimensional conductivity, current divided by field. The delta function is integrated over positive and negative $\omega$.
- The potential and the interaction between electrons are arbitrary, but do not depend on velocity.
- At $\Phi=0$ the system is time-reversal symmetric and its ground state is nondegenerate.
- $L$ is held fixed while $\omega\to0$. The ring is isolated, so nothing carries energy away.

## 2. Flux as a shift of momentum

Let $x$ be the coordinate along the ring. The flux can be described by a uniform tangential vector potential $\kappa$. Its line integral around the ring is the flux, so $\kappa L=\Phi$. For charge $-1$ the kinetic momentum is $p+\kappa$, and

$$H(\kappa)=\sum_{i=1}^N\tfrac12(p_i+\kappa)^2+V(x_1,\dots,x_N),$$

where $V$ includes the interaction. Since $d/d\kappa=L\,d/d\Phi$, the claim can also be written

$$D=\frac{\pi}{L}E_0'',\qquad E_0''\equiv\left.\frac{d^2E_0}{d\kappa^2}\right|_{\kappa=0}.$$

Can $\kappa$ be removed by a gauge transformation? Write $\psi=e^{-i\kappa\sum_i x_i}\phi$. Then $(p_i+\kappa)\psi=e^{-i\kappa\sum_i x_i}\,p_i\phi$, so $\kappa$ disappears from the Hamiltonian. But $\psi$ is single-valued, so when one electron is carried around the ring, $\phi$ gains the factor $e^{i\kappa L}$. The flux has become a twist of the boundary condition. The twist is trivial when $\kappa L=2\pi$, hence $E_0$ is periodic in $\Phi$ with period $2\pi$, the flux quantum $h/e$. The curvature $E_0''$ therefore measures how sensitive the ground state is to its boundary condition.

## 3. Current and field

The velocity of electron $i$ is $p_i+\kappa$. The current is charge times total velocity divided by $L$:

$$j=-\frac1L\sum_i(p_i+\kappa)=-\frac1L\frac{\partial H}{\partial\kappa}.$$

A flux that changes in time induces the electric field $F=-d\kappa/dt$. The force on an electron is $-F=d\kappa/dt$, which agrees with the growth of $p+\kappa$ at fixed $p$.

Expand the Hamiltonian about zero flux:

$$H(\kappa)=H_0+\kappa H'+\tfrac12\kappa^2H''+\dots$$

In the continuum $H'=\sum_ip_i$, $H''=N$, and the series ends there. For a lattice model the hopping terms carry phases that depend on $\kappa$. Higher terms then exist, but they do not affect the linear response. The derivation below covers both cases.

Let $|n\rangle$ be the eigenstates of $H_0$ and define

$$w_n=E_n-E_0,\qquad M_n=\langle n|H'|0\rangle,\qquad T=\langle0|H''|0\rangle.$$

Time reversal changes the sign of $H'$ and maps a nondegenerate ground state onto itself, so $M_0=0$. No current flows at zero flux.

## 4. The curvature of the energy

For small constant $\kappa$ write the ground state as $|0\rangle+\kappa|1\rangle+\kappa^2|2\rangle+\dots$, with the corrections orthogonal to $|0\rangle$. The energy is $E_0+\tfrac12\kappa^2E_0''+\dots$, without a linear term because $M_0=0$.

The terms of order $\kappa$ in the Schrödinger equation are

$$(H_0-E_0)|1\rangle=-H'|0\rangle .$$

Projecting on $\langle n|$ with $n\neq0$ gives $w_n\langle n|1\rangle=-M_n$, so

$$|1\rangle=-\sum_{n\ne0}\frac{M_n}{w_n}|n\rangle .$$

The terms of order $\kappa^2$ are

$$(H_0-E_0)|2\rangle+H'|1\rangle+\tfrac12H''|0\rangle=\tfrac12E_0''|0\rangle .$$

Project on $\langle0|$. The first term vanishes, and $\langle0|H'|n\rangle=M_n^*$, so

$$E_0''=T-2\sum_{n\neq0}\frac{|M_n|^2}{w_n}.\tag{1}$$

The first term is called diamagnetic, the second paramagnetic. The diamagnetic term is what the electrons would give if the wave function did not adjust to the flux. The adjustment lowers the energy, hence the minus sign.

## 5. The conductivity

Now let $\kappa$ depend on time,

$$\kappa(t)=\kappa_ze^{-izt}+\kappa_z^*e^{iz^*t},\qquad z=\omega+i\eta,$$

with $\eta>0$ small, so that the perturbation grows slowly from zero in the distant past. To first order write

$$|\psi(t)\rangle=e^{-iE_0t}\Big[|0\rangle+\sum_{n\neq0}c_n(t)|n\rangle\Big].$$

The Schrödinger equation gives

$$i\dot c_n=w_nc_n+\kappa(t)M_n.\tag{2}$$

Try a solution with the same two time factors as $\kappa$. For $e^{-izt}$ the left side is $z$ times the amplitude; for $e^{iz^*t}$ it is $-z^*$ times the amplitude. Thus

$$c_n=M_n\left[\frac{\kappa_ze^{-izt}}{z-w_n}-\frac{\kappa_z^*e^{iz^*t}}{z^*+w_n}\right].$$

The first-order change of $\langle H'\rangle$ is $\sum_n(M_n^*c_n+M_nc_n^*)$. Its part proportional to $e^{-izt}$ comes from the first term of $c_n$ and from the complex conjugate of the second. It equals $\chi(z)\kappa_z$, with

$$\chi(z)=\sum_{n\ne0}|M_n|^2\left[\frac1{z-w_n}-\frac1{z+w_n}\right]=\sum_{n\ne0}\frac{2w_n|M_n|^2}{z^2-w_n^2}.$$

The current operator also contains $\kappa H''$, which contributes $T\kappa_z$. Therefore

$$j_z=-\frac1L\,[T+\chi(z)]\,\kappa_z .$$

From $F=-\dot\kappa$ the field amplitude is $F_z=iz\kappa_z$. Dividing, and using $-1/i=i$,

$$\sigma(z)=\frac{j_z}{F_z}=\frac{i}{Lz}\,[T+\chi(z)].\tag{3}$$

## 6. Separating the pole at zero frequency

At $z=0$,

$$T+\chi(0)=T-2\sum_{n\neq0}\frac{|M_n|^2}{w_n}=E_0'',$$

by equation (1). This identity is the core of the result: the static limit of the response is the curvature of the energy. For the remainder,

$$\chi(z)-\chi(0)=\sum_{n\neq0}2w_n|M_n|^2\left[\frac1{z^2-w_n^2}+\frac1{w_n^2}\right]
=\sum_{n\neq0}\frac{2|M_n|^2z^2}{w_n(z^2-w_n^2)}.$$

One factor $z$ cancels against the $1/z$ in equation (3), and

$$\sigma(z)=\frac{iE_0''}{Lz}+\frac iL\sum_{n\neq0}\frac{|M_n|^2}{w_n}\left[\frac1{z-w_n}+\frac1{z+w_n}\right].$$

The sum has no pole at $z=0$, because every $w_n$ is positive. For real $y$ and $\eta\to0$,

$$\mathrm{Re}\,\frac i{y+i\eta}=\frac{\eta}{y^2+\eta^2}\to\pi\delta(y).$$

The first term thus gives $D=\pi E_0''/L=\pi L\,d^2E_0/d\Phi^2$, as claimed.

The other terms are absorption lines at $\omega=\pm w_n$, each of weight $\pi|M_n|^2/(Lw_n)$. Adding all weights and using equation (1) gives the sum rule

$$\int_{-\infty}^{\infty}\mathrm{Re}\,\sigma\,d\omega=D+\frac{2\pi}L\sum_{n\neq0}\frac{|M_n|^2}{w_n}=\frac{\pi T}L .$$

In the continuum $T=N$. A static potential then moves weight between the Drude peak and the absorption lines at fixed total.

## 7. What the ring does after a pulse

Let $\kappa$ rise from zero to a small final value $\kappa_f$ and stay there. After the rise, equation (2) has the solution

$$c_n(t)=-\frac{M_n}{w_n}\kappa_f+b_ne^{-iw_nt},$$

where $b_n$ depends on the shape of the pulse. The oscillating part averages to zero over a long time. The constant part gives the average of $\partial H/\partial\kappa$ as $\kappa_f[T-2\sum|M_n|^2/w_n]=\kappa_fE_0''$. Since $\int F\,dt=-\kappa_f$,

$$\bar j=-\frac{E_0''}L\kappa_f=\frac D\pi\int F\,dt .$$

$D/\pi$ is the lasting current per unit of field impulse.

This can be seen in an interacting system. Take a Hubbard ring of six sites, spaced 2.5 Å, with three electrons of each spin, hopping 1.066 eV and on-site repulsion 3 eV. Unequal site energies (0.8, 0, −0.3, 0, 0.5, 0 eV) remove the translation symmetry. Diagonalizing the Hamiltonian at several small fluxes gives $E_0''=39.56$ eV Å$^2$, and the sum (1) over all its states gives the same. Integrating the time-dependent Schrödinger equation through a smooth pulse with $\kappa_f=0.001$ Å$^{-1}$, and averaging the later current, gives $-L\bar j/\kappa_f=39.56$ eV Å$^2$ again.

## 8. Three limits

**No external potential.** If $V$ depends on the separations of the electrons alone, the total momentum $P=\sum_ip_i$ commutes with $H_0$. The nondegenerate ground state is then an eigenstate of $P$, with eigenvalue zero by time reversal. So $H'|0\rangle=P|0\rangle=0$, all $M_n$ vanish, and $D=\pi N/L$. Such an interaction cannot change $D$ without the help of an external potential.

**A partly filled band.** Consider independent electrons in a periodic potential with band energy $\varepsilon(k)$. The flux shifts each allowed $k_j=2\pi j/L$ by $\kappa$. Let both spins fill $j=-J,\dots,J$. Then

$$E_0(\kappa)=2\sum_{j=-J}^J\varepsilon(k_j+\kappa),\qquad \frac{E_0''}L=\frac2L\sum_{j=-J}^J\varepsilon''(k_j).$$

Each $k_j$ is the midpoint of a cell of width $2\pi/L$. Together the cells cover the interval from $-k_F$ to $k_F$, with $k_F=(2J+1)\pi/L$. For long rings the sum becomes an integral:

$$\frac{E_0''}L\to\frac1\pi\int_{-k_F}^{k_F}\varepsilon''\,dk=\frac{\varepsilon'(k_F)-\varepsilon'(-k_F)}{\pi}=\frac{2v_F}\pi ,$$

because $\varepsilon'$ is odd and $v_F=\varepsilon'(k_F)$. Hence $D\to2v_F$.

**A filled band.** The integral now runs over a full period of $\varepsilon'$ and vanishes, so $D\to0$: an insulator. For a finite ring of $M$ atoms with spacing $a$, write $\varepsilon(k)=\sum_{R\ge0}\varepsilon_R\cos(kRa)$. Summing over the $M$ allowed values of $k$ leaves the terms in which $R$ is a multiple of $M$, so

$$E_0(\kappa)=2M\sum_{m\geq0}\varepsilon_{mM}\cos(m\kappa L).$$

The flux dependence needs a Fourier component of the band that reaches around the whole ring. With the cosine potential of section 10 and two electrons per atom, diagonalization gives $D$ relative to free electrons of the same density as 0.310, 0.054 and 0.008 for 5, 9 and 13 atoms.

## 9. Where care is needed

**Negative values.** For 6 atoms the same filled band gives a ratio of −0.232. The energy has a maximum at zero flux, and equation (1) allows this if the paramagnetic term is larger than $T$. A slow rise of the flux then changes the energy by $\tfrac12E_0''\kappa_f^2<0$. This offers no free energy: if the flux returns to zero, the Hamiltonian is again $H_0$, and the system was in its lowest state at the start.

**Degenerate ground states.** Suppose independent electrons leave the levels at $\pm k_J$ half occupied. With flux, one electron of each spin chooses the level whose energy falls, and

$$E_0(\kappa)=E_0(0)-2v|\kappa|+\dots,\qquad v=\varepsilon'(k_J).$$

This is a cusp, and the second derivative at zero does not exist. The quotient $[E_0(h)+E_0(-h)-2E_0(0)]/h^2$ behaves as $-4v/h$. For 40 electrons on the ring of section 10 it is −27,620 eV Å$^2$ when $h$ is 0.01 flux quantum and −55,519 eV Å$^2$ when $h$ is halved.

**Order of limits.** At fixed $L$ an isolated ring has discrete levels and no resistance, even with defects. The dc resistance of a long wire requires $L\to\infty$ before $\omega\to0$, or a coupling to other degrees of freedom such as lattice vibrations.

## 10. A ring of 42 atoms

The ring has 42 atoms spaced 2.5 Å, so $L=105$ Å. Each atom supplies one electron, 21 of each spin, which fill $j=-10,\dots,10$. The potential is $-4\cos(2\pi x/a)$ eV, and the electrons are independent. In these units the kinetic energy is $(\hbar^2/2m)(p+\kappa)^2$ with $\hbar^2/m=7.620$ eV Å$^2$. The one-electron Hamiltonian was diagonalized in plane waves on the whole ring.

At 0.05 flux quantum, $\kappa=2\pi(0.05)/105=0.00299199$ Å$^{-1}$. The energies are

$$E_0(0)=5.919294518\ \text{eV},\qquad E_0(\pm\kappa)=5.920599160\ \text{eV}.$$

The difference is 0.001304642 eV, and

$$E_0''\approx\frac{2(0.001304642)}{(0.00299199)^2}=291.47\ \text{eV Å}^2 .$$

Equation (1) reaches this number from the zero-flux states alone. The diamagnetic term is $42\times7.61996=320.038$ eV Å$^2$. The paramagnetic term, summed over transitions from filled to empty levels, is 28.564 eV Å$^2$. The difference is 291.474 eV Å$^2$.

The lattice has therefore lowered $D$ to $291.47/320.04=0.911$ of the free-electron value. By the sum rule the missing 9% sits in absorption between bands. Per unit length,

$$\frac{E_0''}L=\frac{291.47}{105}=2.776\ \text{eV Å},\qquad D=\pi(2.776)=8.72\ \text{eV Å}.$$

The band slope at $k_F$ gives the long-ring value $2\hbar v_F/\pi=2.775$ eV Å, so this ring is already close to the limit. Multiplying $D$ by $e^2/\hbar^2$ converts it to SI units: $D=323$ S m/s.

## 11. From the Drude weight to a metal line

The ring has no resistance, so a relaxation time $\tau$ must be added from outside. Replacing $z$ by $\omega+i/\tau$ in the Drude term gives the dc conductivity $D\tau/\pi$ of one row. If each row occupies a cross-section $S$, the resistivity is

$$\rho=\frac{\pi S}{D\tau}.$$

With the chosen values $S=5$ Å$^2$ and $\tau=25$ fs, $\rho=1.95$ µΩ cm.

The spacing, electron density and $\tau$ lie in the rough range of copper at room temperature, whose resistivity is roughly 1.7 µΩ cm. The agreement in size reflects the chosen $\tau$ and is no prediction. The model's mean free path $v_F\tau$ is 166 Å, well below the rough 400 Å of copper, because a half-filled row has a lower Fermi velocity than the three-dimensional metal. In narrow interconnects, surfaces and grain boundaries add scattering. At fixed $D$ this enters through $\tau$: halving $\tau$ doubles $\rho$.

The assumptions behind $D$ can be sized, the first four for the same ring and the last for small Hubbard rings.

- **Temperature.** The gap between the highest filled and lowest empty level is 0.261 eV, against $kT=0.026$ eV at 300 K. The Boltzmann factor is $4\times10^{-5}$, so the ground state suffices here. The gap is close to $2\pi\hbar v_F/L$, which falls to $kT$ at $L\approx1060$ Å. The ground state stops dominating the thermal ensemble well before that, because several excited states share the lowest gap. At $L=505$ Å, where the gap is still $2.1\,kT$, the ground state of the clean ring has only about 21% of the thermal weight if the total number of electrons is fixed, and 36% if the number of each spin is fixed as well. This does not mean that $D$ changes. Repeating sections 5 and 6 with thermal weights $p_n$ gives $D=(\pi/L)\sum_np_nE_n''$, the average curvature of the individual levels. In the clean ring this stays within about 0.01% of the ground-state value at $L=505$ Å, because the excited states have nearly the same curvature. The curvature of the free energy, which fixes the equilibrium current at constant flux, is a different quantity. At this length it has dropped to about 17% of $E_0''$ with each spin number fixed and about 4% with only the total fixed, so it must not be put in place of $E_0''$.
- **Scattering by vibrations.** The mean free path of 166 Å is not much longer than the ring. At room temperature an electron would barely keep its phase around it.
- **A defect.** A Gaussian barrier of height 2 eV and standard deviation 1 Å, centred on one atom, lowers $D$ to 0.75 of the clean value at the same $L$. The Drude peak loses weight but stays perfectly sharp, because the levels of the isolated ring are discrete.
- **Field strength.** At 1 MA/cm$^2$ the field $\rho j$ is 195 V/m. During one $\tau$ it shifts $\kappa$ by $7.4\times10^{-7}$ Å$^{-1}$. In the clean ring a filled level first meets an empty one at half a flux quantum, $\kappa=0.030$ Å$^{-1}$, so linear response is safe.
- **Repulsion between electrons.** This can lower $D$ considerably. Take uniform Hubbard rings with one electron per site, $U=3$ eV, and hopping 1.066 eV, a quarter of the width of the lowest band above. Exact diagonalization gives $D(U)/D(0)=0.73$ for 6 sites and 0.57 for 10.

The fall with size in the last item matters. The infinite half-filled Hubbard chain is known to be an insulator for any $U>0$, a result quoted here without derivation. In a lattice, the limit $D\to2v_F$, with $v_F$ taken from the one-electron band, therefore cannot be relied on once the electrons interact, and a single row is a poor guide to correlation in a three-dimensional metal such as copper. Kohn's formula itself is unaffected: it holds for the interacting ring, provided that $E_0$ is the interacting energy.

Numbers in the example were calculated in double precision.
